\section*{Misfit retained by a thin axial insert in a nanowire}

\section{Problem}

A long round nanowire of radius $R$ contains a thin disc of a second material, occupying $|z|<h/2$, where $z$ runs along the wire axis. The disc is coherent with the wire: no dislocations lie at its two interfaces. Unstressed, its lattice would be larger than that of the host by the same fraction $m$ in all directions. In a very wide layer structure the disc would have to match the host in its plane, and its in-plane elastic strain would be $-m$. In a wire the free sidewall lets it relax.

Both materials are isotropic and linearly elastic with the same Young modulus $E$ and Poisson ratio $\nu$. The sidewall carries no traction, and the wire ends are far away.

(a) Use the decay of elastic end fields along a rod to estimate the share of the planar misfit strain that survives at the centre of the disc when $h\ll R$.

(b) Find the leading loss from the full elastic solution, and judge the estimate.

(c) Evaluate both for $R=40$ nm, $h=4$ nm, $m=1\,\%$, $E=90$ GPa and $\nu=0.3$. How thin must the disc be to keep 90\,\% of the planar strain, and how far from the axis does the answer hold?

\section{The load that causes relaxation}

Measure total strain from the unstressed host lattice. Inside the disc the elastic strain is the total strain minus $m$ in each normal direction; in the host the two are equal. Start from the planar state, in which the total in-plane strain is zero everywhere. The disc then has elastic strains $\varepsilon_{rr}=\varepsilon_{\theta\theta}=-m$. It is free to expand along $z$, so $\sigma_{zz}=0$. Writing $\sigma_{rr}=\sigma_{\theta\theta}=-S$, Hooke's law gives
\begin{equation}
-m=\frac{-S+\nu S}{E}\quad\Rightarrow\quad S=\frac{Em}{1-\nu}.
\end{equation}
The host is unstressed. This state satisfies equilibrium, but it leaves a traction $\sigma_{rr}=-S$ on the sidewall of the disc. To free the sidewall we add the field produced by $\sigma_{rr}=+S$ on the band $|z|<h/2$, with no shear traction. For $m>0$ this pulls the compressed disc outwards.

Let $\Lambda$ be the total in-plane strain of this added field at the centre, divided by $m$. The elastic strain there is
\begin{equation}
\varepsilon_{\rm el}=-m+\Lambda m=-m(1-\Lambda),
\end{equation}
so $1-\Lambda$ is the retained share and $\Lambda$ the loss. On the axis the radial and hoop strains are equal, so one number describes both. The share refers to strain; the stress also depends on the axial stress that relaxation introduces.

\section{Estimate from the end field}

Consider first a single junction, with misfitting material filling $z>0$. Let $G(z)$ be the total in-plane strain on the axis divided by $m$. Far inside the host $G=0$. Far inside the misfitting material the rod has its own natural size, so $G=1$.

The mirror-image junction, with misfit in $z<0$, has the field $G(-z)$. Because the elastic constants are equal, the two problems can be added. Their sum is a rod with misfit everywhere, which expands freely:
\begin{equation}
G(z)+G(-z)=1,\qquad G(0)=\tfrac12 .
\end{equation}
The disc is misfit in $z>-h/2$ minus misfit in $z>h/2$. At its centre,
\begin{equation}
\Lambda=G(h/2)-G(-h/2)=2G(h/2)-1. \label{two}
\end{equation}
The loss is thus the change of a smooth function across a distance $h$. If $G$ changes over a length of order $R$, the loss must be of order $h/R$.

To put a number on it, assume that the unrelaxed part decays as one exponential from its known value at the junction:
\begin{equation}
1-G(z)\approx\tfrac12 e^{-z/\ell}\quad(z>0).
\end{equation}
Equation (\ref{two}) then gives
\begin{equation}
\Lambda\approx1-e^{-h/(2\ell)}\approx\frac{h}{2\ell}\quad(h\ll\ell). \label{est}
\end{equation}
With the crude choice $\ell=R$ the loss is $h/(2R)$. This answers (a) in order of magnitude: a disc much thinner than the radius keeps most of its planar strain. The factor in front depends on $\ell$, which must be found from elasticity.

The small loss does not come from exponential decay between sidewall and axis. The centre lies at the same axial position as the load. The band acts there like a ring force $Sh$ per unit length of circumference, at distance $R$; the stress scale that can be formed from these is $Sh/R$. The loss is therefore algebraic in $h/R$.

\section{Full solution}

\subsection{Fields of a periodic load}

Let $\mu=E/[2(1+\nu)]$ be the shear modulus. Take the displacement from a function $\phi(r,z)$:
\begin{equation}
2\mu\,\mathbf u=2(1-\nu)\nabla^2\phi\,\hat{\mathbf z}-\nabla\partial_z\phi .
\end{equation}
Its divergence is $2\mu\nabla\!\cdot\mathbf u=(1-2\nu)\partial_z\nabla^2\phi$. Inserting both in the equilibrium condition $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0$, the gradient terms cancel and $\nabla^4\phi=0$ remains. Hooke's law gives
\begin{align}
\sigma_{rr}&=\partial_z(\nu\nabla^2\phi-\partial_r^2\phi),\\
\sigma_{rz}&=\partial_r[(1-\nu)\nabla^2\phi-\partial_z^2\phi].
\end{align}
With $x=kr$, a solution regular on the axis is
\begin{equation}
\phi=[A I_0(x)+B\,xI_1(x)]\sin kz .
\end{equation}
Here $I_0,I_1$ are modified Bessel functions, with $I_0'=I_1$ and $(xI_1)'=xI_0$. The first term is harmonic. For the second, the radial part of the Laplacian gives $k^2(x^2I_0)'/x=k^2(2I_0+xI_1)$ and the axial part $-k^2xI_1$. Hence $\nabla^2\phi=2k^2BI_0\sin kz$, which is itself harmonic, as required.

Set $a=kR$, and let $I_0,I_1$ without argument mean values at $a$. Zero shear at the surface requires
\begin{equation}
2(1-\nu)BI_1+AI_1+BaI_0=0,
\end{equation}
\begin{equation}
A=-B\left[2(1-\nu)+\frac{aI_0}{I_1}\right]. \label{A}
\end{equation}
The radial stress at the surface needs the second derivatives $I_0''=I_0-I_1/a$ and $(xI_1)''=I_0+aI_1$. Its amplitude, multiplying $\cos kz$, is
\begin{equation}
k^3\left[2\nu BI_0-A\left(I_0-\frac{I_1}{a}\right)-B(I_0+aI_1)\right].
\end{equation}
After inserting (\ref{A}), the terms linear in $I_0$ have the total factor $2\nu+2(1-\nu)-1-1=0$. What is left is
\begin{equation}
Bk^3\left[\frac{aI_0^2}{I_1}-aI_1-\frac{2(1-\nu)I_1}{a}\right]=\frac{Bk^3D}{aI_1},
\end{equation}
\begin{equation}
D(a)=a^2I_0^2-[a^2+2(1-\nu)]I_1^2. \label{D}
\end{equation}

\subsection{The decay length}

An end field decaying along a traction-free rod has the same radial form with $k=i\gamma/R$, since then $\partial_z^2=-k^2=\gamma^2/R^2$. It exists without surface load if $D(i\gamma)=0$. Using $I_0(i\gamma)=J_0(\gamma)$ and $I_1(i\gamma)=iJ_1(\gamma)$,
\begin{equation}
\gamma^2J_0(\gamma)^2+[\gamma^2-2(1-\nu)]J_1(\gamma)^2=0 .
\end{equation}
For $\nu=0.3$ the root that governs the far field is $\gamma=2.722+1.362i$. As a test, the decay rate was extracted from the computed junction field at four points between $3.5R$ and $4.7R$; it agreed with this root to within 0.01. The amplitude falls as $e^{-{\rm Re}\gamma\,z/R}$, so
\begin{equation}
\ell=\frac{R}{{\rm Re}\,\gamma}=0.367R .
\end{equation}
Over one radius the envelope of this mode drops to 0.066 of its value. One radius is thus the distance over which most of the decay takes place, and the $1/e$ length is little more than a third of it. Equation (\ref{est}) becomes $\Lambda\approx1.361\,h/R$.

\subsection{The loss at the centre}

For the full answer we need the mean in-plane strain
\begin{equation}
\bar\varepsilon=\frac{\varepsilon_{rr}+\varepsilon_{\theta\theta}}2=\frac1{2r}\frac{\partial(ru_r)}{\partial r}.
\end{equation}
The displacement is $2\mu u_r=-k^2[AI_1(x)+BxI_0(x)]\cos kz$. Therefore
\begin{align}
2\mu\bar\varepsilon&=-\frac{k^3}{2}\{AI_0(x)+B[2I_0(x)+xI_1(x)]\}\cos kz\nonumber\\
&=\frac{Bk^3}{2}\left\{\left[\frac{aI_0}{I_1}-2\nu\right]I_0(x)-xI_1(x)\right\}\cos kz .
\end{align}
A surface load $S\cos kz$ fixes $Bk^3=SaI_1/D$, and $S=2\mu m(1+\nu)/(1-\nu)$. Writing $\bar\varepsilon=mT\cos kz$ and $\rho=r/R$,
\begin{equation}
T=\frac{1+\nu}{2(1-\nu)}\frac{a}{D}\Big\{[aI_0-2\nu I_1]I_0(a\rho)-I_1\,a\rho I_1(a\rho)\Big\}. \label{T}
\end{equation}
For $a\to0$, $I_0\to1$ and $I_1\to a/2$. The brace tends to $a(1-\nu)$ and $D$ to $a^2(1+\nu)/2$, so $T\to1$: a very long insert relaxes completely.

The band is a superposition of cosines,
\begin{equation}
\frac2\pi\int_0^\infty\frac{\sin(kh/2)}k\cos kz\,dk=
\begin{cases}1,&|z|<h/2\\0,&|z|>h/2.\end{cases}
\end{equation}
Setting $z=0$ and $k=a/R$ gives
\begin{equation}
\Lambda=\frac2\pi\int_0^\infty\frac{\sin(ah/2R)}a\,T(a)\,da . \label{L}
\end{equation}
On the axis $T$ falls off as $a/I_0(a)$ at large $a$, so the sine may be expanded for small $h/R$:
\begin{equation}
\Lambda\to c\,\frac hR,\qquad c=\frac1\pi\int_0^\infty T(a)\,da . \label{c}
\end{equation}
The next term is of order $(h/R)^3$. Numerically $c=1.232$ for $\nu=0.3$; it is 1.163 for $\nu=0.2$ and 1.319 for $\nu=0.4$.

\subsection{The linear law is an upper bound}

On the axis $T$ is positive for $0\le\nu<\tfrac12$. The power series give
\begin{equation}
aI_0-2I_1=a\sum_{n\ge1}\frac{n}{n+1}\frac{(a/2)^{2n}}{(n!)^2}>0,
\end{equation}
so $aI_0-2\nu I_1>0$. For the denominator write $D=F+2\nu I_1^2$ with $F=a^2(I_0^2-I_1^2)-2I_1^2$. Then $F(0)=0$ and, using $I_1'=I_0-I_1/a$,
\begin{align}
F'&=2aI_0^2-4I_1\left(I_0-\frac{I_1}a\right)\nonumber\\
&=2I_0(aI_0-2I_1)+\frac{4I_1^2}{a}>0 .
\end{align}
Hence $D>0$ and $T>0$. Since $\sin y\le y$ for $y\ge0$, equation (\ref{L}) yields
\begin{equation}
\Lambda\le c\,h/R
\end{equation}
for every thickness. Within this model, a disc with $h\le0.10R/c$ is sure to keep at least 90\,\% of its planar strain at the centre.

\section{Numbers and cases}

For the given wire $h/R=4/40=0.10$, and the planar stress is $S=90\times0.01/0.7=1.286$ GPa. The losses are
\begin{align}
\ell=R:&\quad 1-e^{-0.050}=4.88\,\%,\\
\ell=0.367R:&\quad 1-e^{-0.1361}=12.73\,\%,\\
\text{full solution:}&\quad 12.28\,\%,\\
\text{bound:}&\quad 1.232\times0.10=12.32\,\% .
\end{align}
The centre retains 87.7\,\% of the planar strain, an elastic strain of $-0.877\,\%$. A finite-element calculation that starts from the misfit itself also gives a loss of 12.28\,\%. Taking one full radius as the decay length gives the right order but underestimates the loss by a factor of 2.5.

To keep 90\,\% at the centre the disc may be $0.0814R=3.25$ nm thick; to keep 95\,\%, $0.0406R=1.62$ nm. The table gives the retained share at the centre for several thicknesses, with $R=40$ nm and $\nu=0.3$ held fixed. The last two columns are $e^{-h/(2\ell)}$.

\begin{center}
\begin{tabular}{rrrrr}
\hline
$h/R$ & $h$ (nm) & full (\%) & $\ell=0.367R$ & $\ell=R$\\
\hline
0.041 & 1.6 & 95 & 95 & 98\\
0.081 & 3.3 & 90 & 90 & 96\\
0.10 & 4 & 88 & 87 & 95\\
0.5 & 20 & 43 & 51 & 78\\
1 & 40 & 7 & 26 & 61\\
2 & 80 & $-9$ & 7 & 37\\
4 & 160 & $-1$ & 0 & 14\\
\hline
\end{tabular}
\end{center}

For $\nu=0.3$ the exponential estimate with the correct decay length is within one percentage point of the full share up to $h=0.10R$, but 8 to 19 points too high at the tabulated thicknesses from $0.5R$ to $2R$. The junction field shows why. At $z=0.5R$ the assumed form gives $1-G=\tfrac12e^{-0.5\times2.722}=\tfrac12e^{-1.361}=0.128$, while the full value is 0.034. At $z=R$ the full value is $-0.047$: the axis has relaxed beyond its natural size. A single real exponential cannot change sign, whereas a field with complex $\gamma$ can. By (\ref{two}) the retained share is $2[1-G(h/2)]$, so this overshoot is the $-9\,\%$ at $h=2R$. There the centre of an insert with a larger lattice is slightly stretched in its plane.

For a thin disc what matters is the slope of $G$ at the junction. It is $c/R=1.232/R$ in the full solution and $1.361/R$ in the estimate. Their closeness does not mean that the whole end field is a simple exponential.

The result also weakens away from the axis. For $h/R=0.10$, the mean in-plane retained share at mid-height is

\begin{center}
\begin{tabular}{lccccc}
\hline
$r/R$ & 0 & 0.25 & 0.50 & 0.75 & 0.90\\
share (\%) & 87.7 & 87.0 & 84.2 & 75.2 & 54.7\\
\hline
\end{tabular}
\end{center}

Within half a radius of the axis this mean share varies by less than four percentage points; the radial strain alone varies somewhat more. At $0.90R$ the sidewall is 4 nm away, a distance equal to the disc thickness, and nearly half of the mean in-plane strain is gone, with the radial strain keeping only about 31\,\% and the hoop strain about 78\,\%. ``Near the centre'' therefore means the inner half of the radius here, and not the whole disc.

\section{Real wires}

The chosen values are round numbers in the regime of III--V semiconductor nanowires with a thin axial disc: radii of tens of nanometres, discs of a few nanometres and misfits of the order of a per cent are roughly typical. Such wires break several assumptions, and of the effects sized here unequal stiffness moves the loss most. With the host fixed, a disc with 0.7 times the host modulus loses 8.7\,\% and one with 1.3 times the host modulus 15.6\,\%, against 12.3\,\% for equal moduli. This nearly follows the band load $S$, which is proportional to the disc's modulus. For a cubic crystal with a $[111]$ axis and Zener ratio 2, at the same bulk and Voigt-averaged shear modulus, the loss is 13.6\,\% when the stiffness is averaged around the axis; keeping the full threefold stiffness raises it to about 13.7\,\%. Many such wires are hexagonal. For a hexagon of corner radius $R$, round wires with its outer and inner radius lose 12.3\,\% and 14.2\,\%, and the hexagon itself lies between these values, at about 13.5\,\%. These effects combine: a hexagonal $[111]$ wire with Zener ratio 2 loses roughly 15\,\%. The bound $c\,h/R$ and the thickness of 3.25 nm for 90\,\% retention therefore belong to the round isotropic wire with equal moduli, and a real wire may need a thinner disc.

Other effects are smaller or change $m$ itself. A surface stress $f=1$ N/m adds the uniform in-plane strain $(3\nu-1)f/(RE)=-0.003\,\%$, small beside the relaxed strain of $0.123\,\%$. It is this small because its hoop and axial parts, $-0.019\,\%$ and $+0.017\,\%$, nearly cancel at $\nu=0.3$. A difference in thermal expansion of $10^{-6}$ K$^{-1}$ over 400 K changes the misfit by 0.04\,\%, or 4\,\% of its value, but in linear elasticity leaves the retained share unchanged. For a piezoelectric constant $e=0.1$ C/m$^2$ and relative permittivity $\epsilon_r=12$, the relative stiffening $e^2/(\epsilon_r\epsilon_0E)$ is about $10^{-3}$.

Coherence must hold as well. For $60^\circ$ dislocations with Burgers vector length $b=0.4$ nm, balance the misfit force $Shb/2$ against the usual line-tension estimate $\mu b^2(1-\nu/4)[\ln(h/b)+1]/[4\pi(1-\nu)]$. This gives the planar critical thickness of a layer with a free top surface, as the disc has before the host grows over it:
\begin{equation}
h_c=\frac{b(1-\nu/4)}{4\pi(1+\nu)m}\left[\ln\frac{h_c}{b}+1\right]=9.4\ \text{nm}.
\end{equation}
The 4 nm disc lies below it. Once the disc is buried, relaxation needs a dislocation line at both interfaces, which raises the planar threshold. The misfit component $b/2$ used here belongs to a (001) interface; other interface orientations and Burgers vectors can raise or lower $h_c$, so this is a check of the order of magnitude only. The table entries from 20 nm upwards lie above this planar value, so they describe the elastic model and need a separate check of coherence in a wire. The numerical output below lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wire radius R = 40 nm, insert thickness h = 4 nm, h/R = 0.10
misfit = 1.0 %, E = 90 GPa, nu = 0.3
planar in-plane stress magnitude = 1.286 GPa
end-field rate gamma = 2.722 + 1.362 i (per R)
decay length = 0.367 R = 14.7 nm
leading-mode envelope after one radius = 0.066
unrelaxed share 1-G on axis at z = 0.25 R: 0.2149
unrelaxed share 1-G on axis at z = 0.50 R: 0.0340
unrelaxed share 1-G on axis at z = 1.00 R: -0.0468
unrelaxed share 1-G on axis at z = 1.50 R: -0.0216
unrelaxed share 1-G on axis at z = 2.00 R: -0.0054
finite-element share at a junction = 0.5000
loss estimate, decay length R: 4.88 %
loss estimate, decay length R/Re(gamma): 12.73 %
loss, full solution: 12.28 %
loss, finite elements: 12.28 %
coefficient Re(gamma)/2 = 1.361
coefficient c for nu = 0.2: 1.163
coefficient c for nu = 0.3: 1.232
coefficient c for nu = 0.4: 1.319
upper bound c h/R = 12.32 %
retained share at centre = 87.7 %
in-plane elastic strain at centre = -0.877 %
retained share (mean in-plane) at r = 0.00 R: 87.7 %
retained share (mean in-plane) at r = 0.25 R: 87.0 %
retained share (mean in-plane) at r = 0.50 R: 84.2 %
retained share (mean in-plane) at r = 0.75 R: 75.2 %
retained share (mean in-plane) at r = 0.90 R: 54.7 %
thickness keeping 95 %: 0.0406 R = 1.62 nm
thickness keeping 90 %: 0.0814 R = 3.25 nm
retained share at centre for h = 0.5 R: 42.99 %
retained share at centre for h = 1.0 R: 6.79 %
retained share at centre for h = 2.0 R: -9.35 %
retained share at centre for h = 4.0 R: -1.09 %
loss, insert modulus 0.7 / 1.3 of host: 8.74 / 15.64 %
loss, cubic [111] wire, Zener ratio 2: 13.57 %
loss, inner radius of hexagon with corner radius R: 14.16 %
surface stress 1 N/m: in-plane strain -0.0028 %, axial -0.0389 %
thermal misfit (1e-06 1/K, 400 K) = 0.040 %
piezoelectric constant 0.1 C/m2, relative permittivity 12
relative piezoelectric stiffening = 1.0e-03
planar critical thickness (Burgers 0.4 nm) = 9.4 nm
\end{verbatim}
